Fukutome's eight symmetry classes of Hartree-Fock determinants

**1. Two electrons in two real orbitals**

Take two real orthonormal orbitals x and y, and p± = (x ± iy)/√2 up to a phase. In the basis (x, y), with rows separated by a semicolon, the projector on p₊ is

π₊ = ½[1, −i; i, 1] = ½·1 + A,  A = ½[0, −i; i, 0],   (1)

and π₋ = π₊* = ½·1 − A. A determinant whose orbitals have pure spin α or β is described by two spatial density matrices, γαα and γββ. Time reversal flips each spin and conjugates each orbital, so it sends (γαα, γββ) to (γββ*, γαα*).

In xα xβ the blocks are equal and real; every spin rotation and time reversal leave the state alone. In p₊α p₊β the blocks are equal, so rotations do nothing, but time reversal gives p₋α p₋β, with the opposite orbital current. In p₊α p₋β the blocks differ by 2A, so a spin axis exists, yet time reversal gives (π₋*, π₊*) = (π₊, π₋), the same state. In xα yβ time reversal exchanges the spins, and a spin rotation by π about a perpendicular axis exchanges them back. These four states keep four different groups; in general eight groups occur.

**2. Conventions and the group action**

The Hamiltonian is spin-free and real: no magnetic field and no spin-orbit term. The spatial basis has n real orthonormal functions, there are N electrons, and Hartree atomic units are used. For occupied spinors with coefficient columns c_i,

γ_{pσ,qτ} = ⟨a†_{qτ} a_{pσ}⟩,  γ = Σ_i c_i c_i† = γ².   (2)

Since γ is the projector on the occupied space, and that space fixes the determinant up to a phase, an operation leaves the determinant invariant up to a phase if and only if it leaves γ invariant. Expanding in Pauli matrices,

γ = P⊗1 + Σ_k M_k⊗σ_k,  γαα = P + M_z,  γββ = P − M_z,  γαβ = M_x − iM_y,  γβα = M_x + iM_y,   (3)

with P and M_k Hermitian, so their real parts are symmetric and their imaginary parts antisymmetric. Densities contract these matrices with the symmetric product φ_pφ_q, currents with the antisymmetric φ_p∇φ_q − φ_q∇φ_p. Hence Re P carries the charge density, Im P the charge current, Re M the spin density and Im M the spin current.

A spin rotation is U = q₀ − i q·σ with q₀² + |q|² = 1, and c → Uc gives γ → UγU†. From [a·σ, q·σ] = 2i(a×q)·σ and (q·σ)(a·σ)(q·σ) = 2(q·a) q·σ − |q|² a·σ,

U (a·σ) U† = q₀² a·σ + i q₀[a·σ, q·σ] + (q·σ)(a·σ)(q·σ) = (Ra)·σ,

Ra = (q₀² − |q|²) a + 2q(q·a) + 2q₀ q×a.   (4)

So P is unchanged, and each vector M_pq = (M_x, M_y, M_z)_pq turns into R M_pq. U and −U give the same R, so the acting group is SO(3). Time reversal is Θ = −iσ_yK, with K complex conjugation, so γ → σ_y γ* σ_y. Because σ_x* = σ_x and σ_z* = σ_z anticommute with σ_y, while σ_y* = −σ_y commutes with it, σ_y σ_k* σ_y = −σ_k for all k. Therefore

R: P → P, M → RM;  Θ: P → P*, M → −M*.   (5)

R is real, so the two actions commute, and Θ applied twice returns γ. The group is SO(3)×{1, Θ}, and the stabilizer H of γ is the subgroup that leaves it fixed.

**3. The eight stabilizers**

Let V be the real span of all vectors Re M_pq and Im M_pq. By (5) and the reality of R, a rotation fixes γ if and only if it fixes every vector of V. If V = 0, all rotations do; call this group S. If dim V = 1, the rotations about that axis do; call the axis z and the group A. If dim V ≥ 2, R fixes two independent vectors and their cross product, so R = 1. The rotation part H₀ of H is thus S, A or trivial, and no nontrivial finite rotation group occurs.

An antiunitary element ΘR fixes γ when P* = P and −RM* = M, that is

Im P = 0,  R Re M = −Re M,  R Im M = +Im M.   (6)

The product of two such elements is a rotation fixing γ, so they form a single coset of H₀, or there are none.

For H₀ = S, M = 0 and (6) reduces to Im P = 0. Either H = S×T with T = {1, Θ}, or H = S.

For H₀ = A, the single component M_z is nonzero. If Re M_z ≠ 0, (6) requires Rz = −z; if Im M_z ≠ 0, it requires Rz = +z. With Im P = 0 and Re M_z = 0, R = 1 serves and H = A×T. With Im P = 0 and Im M_z = 0, the rotation R_y(π) serves, and H is generated by A and the two-element group 𝓜 = {1, ΘR_y(π)}. Otherwise (6) has no solution and H = A.

For trivial H₀, the square of ΘR acts as R² and lies in H₀, so R² = 1, and R is the identity or a rotation by π. For R = 1, (6) says Re M = 0 and H = T. For a rotation by π about a unit vector m, (4) with q₀ = 0 gives Ra = 2m(m·a) − a, so (6) says Re M ⊥ m and Im M ∥ m; with m called y, H = 𝓜. Otherwise H is trivial.

This gives 2 + 3 + 3 = 8 cases. They are pairwise non-conjugate, because conjugation preserves H₀ up to a choice of axis, preserves the presence of antiunitary elements, and leaves Θ itself fixed. Section 8 exhibits a stationary solution in each. With U = −iσ_y, ΘR_y(π) = (−iσ_y)²K = −K, so 𝓜 acts on γ as plain conjugation. Inserting the conditions in (3) gives the constraints, each in the spin frame just chosen:

TICS (real RHF), S×T: γαβ = 0, γββ = γαα, real
CCW (complex RHF), S: γαβ = 0, γββ = γαα
ASCW (paired UHF), A×T: γαβ = 0, γββ = γαα*
ASDW (real UHF), A⋊𝓜: γαβ = 0, γαα and γββ real
ASW (complex UHF), A: γαβ = 0
TSCW (paired GHF), T: γββ = γαα*, γαβ = −γαβᵀ
TSDW (real GHF), 𝓜: γ real
TSW (complex GHF), trivial: none   (7)

The names stand for time-reversal invariant closed shell, charge current wave, and axial or torsional spin current wave, spin density wave and spin wave. For ASCW and TSCW, real P and imaginary M_z give (P + M_z)* = P − M_z. For TSCW, imaginary Hermitian M_x and M_y are antisymmetric, hence so is γαβ; conversely γαβ = −γαβᵀ makes γβα = γαβ† = −γαβ*, so M_x = (γαβ − γαβ*)/2 and M_y = i(γαβ + γαβ*)/2 are imaginary. For TSDW, real P, M_x, M_z and imaginary M_y make each block in (3) real.

Each line of (7) says that H contains the group named; the class is set by the full stabilizer. The words real and complex also depend on the frame. A×T contains ΘR_z(π), a conjugate of the generator of 𝓜, so an ASCW state quantized along y has real P and imaginary M_y and is a real matrix, yet it is not TSDW.

**4. Counting**

A real symmetric matrix has s = n(n+1)/2 parameters, an antisymmetric one a = n(n−1)/2, and s + a = n². Counting the parts of P and M allowed above, the Hermitian matrices obeying (7) form real linear spaces of dimension s, n², n², 2s, 2n², s + 3a, 3s + a and 4n², in the order of (7). For n = 5 these are 15, 25, 25, 30, 50, 45, 55 and 100.

If Θ ∈ H, the occupied space is closed under Θ. On spinors Θ² = −1 and ⟨Θa|Θb⟩ = ⟨b|a⟩; with a = c and b = Θc this gives −⟨Θc|c⟩ = ⟨Θc|c⟩ = 0. Removing the orthogonal pair c, Θc leaves a space again closed under Θ, so N is even. If S ⊂ H, N is twice the rank of γαα. Odd N allows ASDW, ASW, TSDW and TSW and no other class.

An orbital rotation is a complex matrix κ from the occupied to the virtual space, with first-order change δγ = κ + κ†. Unrestricted, it has 2N(2n − N) real parameters. Commuting with A leaves αα and ββ blocks, 2w parameters with w = N_α(n − N_α) + N_β(n − N_β). Commuting with S makes the blocks equal, 2ov parameters with o = N/2, v = n − o. An antiunitary element g acts on κ antilinearly with g² = 1. Then κ = (κ + gκ)/2 + (κ − gκ)/2, where the first part is fixed and the second is i times a fixed matrix, so g halves the count. In the order of (7),

ov, 2ov, 2ov, w, 2w, 4ov, N(2n − N), 2N(2n − N),   (8)

where w = 2ov for ASCW and N(2n − N) = 4ov. For n = 5, N = 4 the numerical check finds 6, 12, 12, 12, 20, 24, 24, 48, its ASDW sample having N_α = 2 (w = 12) and its ASW sample N_α = 3 (w = 6 + 4 = 10).

**5. A test that needs no spin frame**

With ‖X‖² = Tr X†X, define

p_I = ‖Im P‖², G^R_kl = Tr(Re M_k Re M_l), G^I_kl = Tr(Im M_kᵀ Im M_l), G = G^R + G^I.   (9)

The trace of a symmetric times an antisymmetric matrix vanishes, and Tr(iA iB) = Tr AᵀB for antisymmetric A. Hence Tr M_kM_l = G_kl and Tr M_kM_l* = G^R_kl − G^I_kl; likewise Tr P² = p_R + p_I and Tr PP* = p_R − p_I with p_R = ‖Re P‖². Since aᵀGa is the sum of the squares of a·Re M_pq and a·Im M_pq, rank G = dim V.

For the image γ′ of γ, ‖γ′ − γ‖² = 2(Tr γ² − Tr γγ′), and tr σ_k = 0, tr σ_kσ_l = 2δ_kl give Tr γ² = 2Tr P² + 2tr G. For a rotation, Tr γγ′ = 2Tr P² + 2Σ R_kl G_kl. The cross-product term of (4) is antisymmetric and drops against symmetric G, so Σ R_kl G_kl = (q₀² − |q|²)tr G + 2qᵀGq. Writing tr G = (q₀² + |q|²)tr G and subtracting,

‖UγU† − γ‖² = 8 qᵀ(tr G·1 − G) q.   (10)

For UΘ, (5) gives Tr γγ′ = 2(p_R − p_I) − 2Σ R_kl (G^R − G^I)_kl, so

Tr γ² − Tr γγ′ = 4p_I + 2(q₀² + |q|²)(tr G^R + tr G^I) + 2(q₀² − |q|²)(tr G^R − tr G^I) + 4qᵀ(G^R − G^I)q,

‖γ′ − γ‖² = 8[p_I + q₀² tr G^R + qᵀBq],  B = tr G^I·1 − G^I + G^R.   (11)

Each term is non-negative. The class follows from three questions: whether rank G is 0, 1 or more; whether p_I + tr G^R = 0, so that Θ is kept; and whether p_I = 0 and B has a null vector m, so that ΘR_m(π) is kept. In floating point, zero means below a threshold on quantities quadratic in the symmetry breaking, so a weakly broken state is assigned to the higher class.

For a determinant G is tied to spin fluctuations. With s = m·σ/2, Wick's theorem gives the variance of m·S as Tr[γ s(1 − γ)s] = N/4 − ¼Tr[γ(m·σ)γ(m·σ)]. The rotation U = −i m·σ has Tr γγ′ = Tr[γ(m·σ)γ(m·σ)], and Tr γ² = N, so the variance is ⅛‖γ′ − γ‖² = mᵀ(tr G·1 − G)m by (10). With ⟨S_k⟩ = ½Tr γσ_k = Tr M_k, and the three variances summing to 3tr G − tr G,

⟨S²⟩ = |⟨S⟩|² + 2 tr G.   (12)

For one α electron P = M_z is half a projector, G_zz = ¼, and (12) gives ¼ + ½ = ¾.

**6. The SCF iteration keeps the stabilizer**

With real integrals (pq|rs), let J[X]_pq = Σ(pq|rs)X_sr and K[X]_pq = Σ(pr|sq)X_rs. The Coulomb term is built from γαα + γββ = 2P and exchange acts on each spin block, so

F = (h + 2J[P] − K[P])⊗1 − Σ_k K[M_k]⊗σ_k,   (13)

and E = Tr hγ + ½Tr γ(F − h) + E_nuc becomes, after the spin traces,

E = 2Tr hP + 2Tr PJ[P] − Tr PK[P] − Σ_k Tr M_kK[M_k] + E_nuc.   (14)

J and K are linear with real coefficients, so they commute with R and with conjugation, and h is real. The Pauli parts of F thus transform by (5), which means F[gγg⁻¹] = gF[γ]g⁻¹. If g fixes γ it fixes F; it then fixes the projector on the N lowest eigenvectors, provided a gap separates them from the rest; and a real linear combination of fixed matrices is fixed, which covers damping and real-coefficient extrapolation. In exact arithmetic every element that fixes the starting γ therefore fixes all later iterates. In the plain iteration the stabilizer can grow from step to step but cannot shrink; with damping or extrapolation one step can give a determinant with a symmetry that a later determinant lacks, because earlier, less symmetric matrices are mixed back in, but the stabilizer never falls below that of the starting guess. The argument fails if the gap closes, since the choice of occupied orbitals within a degenerate level need not be symmetric. It fails if h has a Zeeman term, a real spin vector that Θ reverses and that rotations about any other axis move, and it fails for rotations if h has a spin-orbit term, an imaginary spin vector that Θ keeps and that rotations move, except those about its own axis when it has only one spin component. In either case the symmetry group is smaller than SO(3)×{1, Θ} and the list of eight classes no longer applies.

For γαβ = 0, with D = γαα + γββ, (14) reads E = Tr hD + ½Tr DJ[D] − ½Σ_σ Tr γσσK[γσσ] + E_nuc. The first two terms depend on Re D alone, because h_pq and (pq|rs) are symmetric in p, q and in r, s. Also Tr X*K[X*] = (Tr XK[X])*, which is real for Hermitian X. Therefore

E[γαα, γββ] = E[γαα, γββ*].   (15)

This map sends stationary points among collinear determinants to stationary points, and these are stationary in the full space because F has no αβ block. It turns the CCW line of (7) into the ASCW line, so CCW and ASCW solutions come in pairs of equal energy.

**7. Stability of a TICS solution**

Write γ + δ₁ + δ₂ to second order in κ, with δ₁ = κ + κ†. Idempotency at second order, γδ₂ + δ₂γ + δ₁² = δ₂, gives δ₂ = −κ†κ in the occupied block and κκ† in the virtual block. At a stationary point F has no occupied-virtual block, so in canonical orbitals Tr Fδ₂ = Σ(ε_a − ε_i)|κ_ai|², and the rest of the second-order energy is the two-electron part of (14) evaluated on δ₁. At TICS put κ = k₀⊗1 + Σ k_m⊗σ_m, so δP = k₀ + k₀† and δM_m = k_m + k_m†. Equation (14) has no cross terms among P and the M_m. It has none between real and imaginary parts, since K keeps a real matrix symmetric or antisymmetric and J annihilates the antisymmetric one. The Hessian splits into eight blocks of size ov.

Let k be real, with i, j occupied and a, b virtual. For a real rotation δ_ai = δ_ia = k_ai, so Tr δJ[δ] = 4Σ k_ai(ia|jb)k_bj. In Tr δK[δ] = Σ δ_qp(pr|sq)δ_rs the four index choices give (ib|ja) twice and (ij|ab) twice. For an imaginary rotation δ_ai = ik_ai = −δ_ia; the (ib|ja) terms carry (±i)² = −1 and the (ij|ab) terms i(−i) = +1. The orbital-energy term has a factor 2 from spin, so E₂ = 2kᵀΛk, and as ‖κ‖² = 2‖k‖² the eigenvalues of Λ are the coefficients of ‖κ‖² in E₂, that is, half the second derivative of E along a unit direction; the Hessian eigenvalues quoted in Section 8 use this convention. With Δ = (ε_a − ε_i)δ_ijδ_ab,

¹(A+B) = Δ + 4(ia|jb) − (ij|ab) − (ib|ja), real k₀, once;
³(A+B) = Δ − (ij|ab) − (ib|ja), real k_m, three times;
A−B = Δ − (ij|ab) + (ib|ja), imaginary k₀ or k_m, four times.   (16)

A finite rotation generated by κ keeps each group element that fixes both γ and δ₁. By Section 3, a real δP keeps S×T, an imaginary δP keeps S, a real δM along one axis keeps A⋊𝓜, and an imaginary one keeps A×T. The four kinds of step lead to TICS, CCW, ASDW and ASCW. If k_m = n_m k with a real vector n, the step is along the single axis n; otherwise δM spans two or more spin directions, dim V ≥ 2, and a small step leads to TSCW, TSDW or TSW.

**8. Worked example: all eight classes**

*Carbon atom, cc-pVDZ.* These are stationary Hartree-Fock solutions in a finite basis, without correlation or relativity; they need not be minima. First freeze a spherical 1s²2s² core and one 2p radial function R(r), both taken from the spin-restricted, spherically averaged SCF with 2/3 of an electron in each 2p orbital. The product p_ip_j is R²(3/4π)[δ_ij/3 + t_ij], with t_ij = n_in_j − δ_ij/3 of pure l = 2. Use 1/r₁₂ = Σ r_<^k/r_>^(k+1) P_k(n·n′), ∫P_k(n·n′)f_k(n′)dΩ′ = 4πf_k(n)/(2k+1), and radial integrals F^k. The l = 0 part gives F⁰δ_ijδ_kl. The l = 2 part is (3/4π)²(4π/5)(4π)F² = (9/5)F² times the angular average of t_ijt_kl. The average of n_in_jn_kn_l is the isotropic sum δ_ijδ_kl + δ_ikδ_jl + δ_ilδ_jk over 15, the factor fixed by full contraction to 1, so that of t_ijt_kl is (δ_ikδ_jl + δ_ilδ_jk)/15 − 2δ_ijδ_kl/45. With F₀ = F⁰ and F₂ = F²/25,

(ij|kl) = α δ_ijδ_kl + β(δ_ikδ_jl + δ_ilδ_jk),  α = F₀ − 2F₂,  β = 3F₂.   (17)

For unit complex vectors u and w, contraction gives the Coulomb integral α + β(|u·w|² + |u†w|²) and the exchange integral α|u†w|² + β(|u·w|² + 1). Then p_z² has α + 2β = F₀ + 4F₂. For p₊², u·u = 0 and u†u = 1; for p₊α p₋β, |u·w| = 1 and u†w = 0; both give α + β = F₀ + F₂, as (15) demands. For p_xα p_yα and p₊α p₀α both products vanish, and Coulomb minus exchange is α − β = F₀ − 5F₂.

The p_{1/2}² state has spinors with spatial components σ_iχ/√3, χ = α, β, so γ_ij = σ_iσ_j/3 = (δ_ij + iε_ijkσ_k)/3. Thus P = 1/3, (M_k)_ij = iε_ijk/3, G^R = 0 and G^I = (2/9)·1: rank 3 with Θ kept, TSCW, and ⟨S²⟩ = 4/3 by (12). From (17), J[X] = α Tr X + β(X + Xᵀ) and K[X] = αX + βXᵀ + β Tr X, so (14) gives 2(α + 2β/3) − (α + 4β)/3 − (2/3)(α − β) = α + 2β/3 = F₀.

Radial quadrature gives F₀ = 0.482432 Eh and F₂ = 0.217253/25 = 0.008690 Eh. The core energy plus two 2p one-electron energies in the core field is E_ref = −38.102509 Eh, so E_ref + F₀ = −37.62008 Eh, and p_z², for instance, lies at −37.62008 + 4(0.008690) = −37.58532 Eh. These values belong to the basis: in cc-pVTZ F₀ = 0.4679, F₂ = 0.00825 and E_ref = −38.0893 Eh. Frozen and relaxed energies in Eh, and the relaxed height above ASDW, are:

TICS p_z²: −37.585316, −37.595984, 2.46 eV
CCW p₊²: −37.611386, −37.624422, 1.69 eV
ASCW p₊α p₋β: −37.611386, −37.624422, 1.69 eV
ASDW p_xα p_yα: −37.663527, −37.686544, 0
ASW p₊α p₀α: −37.663527, −37.684188, 0.06 eV
TSCW p_{1/2}²: −37.620076, −37.633970, 1.43 eV

The invariants follow (1). ‖A‖² = ½ appears as p_I = 0.5000 for CCW and as the G^I eigenvalue 0.5000 for ASCW, with ⟨S²⟩ = 1. In ASW, A sits in γαα alone and enters P and M_z halved, so p_I and G^I are each 0.1250, and ⟨S²⟩ = 1 + 2(0.3766 + 0.1250) = 2.0032. TSCW keeps 0.2222 three times after relaxation. The CCW-ASCW degeneracy survives relaxation by (15). That of ASDW and ASW has no such protection: spin rotations, Θ and the real spatial rotations of the atom all preserve the class, and (15) does not connect the two states. The calculation finds them split by about 0.00236 Eh in cc-pVDZ; the splitting grows to 0.00274 Eh in cc-pVTZ and 0.00279 Eh in cc-pVQZ. In cc-pVQZ the heights of TICS, CCW and ASCW, ASW and TSCW above ASDW are 2.42, 1.69, 0.08 and 1.44 eV, so the tabulated heights shift by up to 0.04 eV and their order is unchanged.

For the Hessian at frozen p_z², with i = z and a = x, the 2p electrons add α + 2β to ε_z and 2α − β to ε_x, so Δ = α − 3β. With (ia|ia) = β and (ii|aa) = α, (16) gives 0, −4β = −12F₂ = −0.1043 Eh and −2β = −6F₂ = −0.0521 Eh. The zero is the rigid spatial rotation of p_z. Two directions, x and y, predict 2 zero modes and 2(3 + 4) = 14 negative ones, the counts found in the 264-dimensional Hessian of the relaxed state. Its lowest eigenvalues are −0.1318 and −0.0569 Eh, larger in magnitude than the frozen values by 26% and 9%; the frozen values use other orbitals and are estimates, not bounds. In cc-pVTZ the counts are the same and the two eigenvalues are −0.1323 and −0.0545 Eh.

*H₃ triangle and H₄ tetrahedron, STO-3G, edge 4.0 bohr.* Starting H₃ from coplanar spins at 120° gives G^R eigenvalues 0, 0.3577, 0.3577 and G^I eigenvalues 0, 0, 0.0087. The null vector of B is the normal to the spin plane, and the many-electron overlap |⟨Φ|ΘR_m(π)Φ⟩| is 1.0000: TSDW, with a small spin current polarized along that normal. The overlap with ΘΦ vanishes by the argument of Section 4, as Θ² = −1 for odd N. The energy, −1.400220 Eh, is 0.001693 Eh (0.046 eV) below the collinear ASDW solution. These are minimal-basis numbers: in aug-cc-pVDZ the gap is 0.00179 Eh and the nonzero eigenvalues of G^R and G^I are 0.345 and 0.015.

Starting H₄ from radial spins gives G^R = 0.3157·1 and G^I = 0.0059·1, so ⟨S²⟩ = 6(0.3216) = 1.9296. Here p_I = 0: a twofold axis through the midpoint of an edge, combined with the same rotation of the spins, fixes γ and exchanges the two atoms, so P_ij = P_ji in this basis. The argument needs one s function per atom; with p functions a small charge current appears (p_I ≈ 6×10⁻⁷ in cc-pVDZ, 2×10⁻⁶ in aug-cc-pVDZ). In the minimal basis the state has no charge current and is still TSW, because (11) has no zero: tr G^R = 0.947 and B = (2×0.0059 + 0.3157)·1 = 0.3275·1. Since B is isotropic it singles out no axis m, yet the overlap |⟨Φ|ΘR_m(π)Φ⟩| does depend on m; it stays below 1 for every m because (11) has no zero. For ideal localized spins along unit vectors s_i it is Π_i √(1 − (m·s_i)²), which is 4/9 for m on a twofold axis of the spin tetrahedron and 0 for m along a spin. The value 0.4444 in the output is for one axis only.

The H₄ solution lies 0.000013 Eh below the collinear one in STO-3G. This gap is not converged in the basis (about 0.00009 Eh in cc-pVDZ and 0.00010 Eh in aug-cc-pVDZ, where G^R and G^I become 0.305·1 and 0.0096·1), but in each basis it is far less than the gap in H₃. A conjecture, not tested here, is that localized classical spins with one coupling for all pairs account for this. Then Σ_{i<j} s_i·s_j = ½(|Σs_i|² − Σ|s_i|²) depends on the total spin vector alone, which vanishes for both H₄ arrangements, but in H₃ vanishes for the 120° arrangement and not for the collinear one.

The numerical check below tests (7), (8), (10) to (12), (15), (16) and the equivariance of (13) against explicit group actions, finite differences and Fock-space expectation values.

Table of computed values

```
scan of 256 matrices, classes found: 8
n=5 N=4: class, fixed-space dim, N_alpha (axial frame), rotation parameters
  TICS   15  2    6
  CCW    25  2   12
  ASCW   25  2   12
  ASDW   30  2   12
  ASW    50  3   20
  TSCW   45  -   24
  TSDW   55  -   24
  TSW   100  -   48
C cc-pVDZ: F0 0.482432 Eh, F^2 0.217253 Eh, F2 0.008690 Eh, E_ref -38.102509 Eh
  TICS pz^2     c= 4 frozen -37.585316 relaxed -37.595984 Eh, above ASDW 2.4643 eV
    pI 0.0000 GR 0.0000 0.0000 0.0000 GI 0.0000 0.0000 0.0000 |S| 0.0000 S2 0.0000
  CCW  p+^2     c= 1 frozen -37.611386 relaxed -37.624422 Eh, above ASDW 1.6904 eV
    pI 0.5000 GR 0.0000 0.0000 0.0000 GI 0.0000 0.0000 0.0000 |S| 0.0000 S2 0.0000
  ASCW p+a p-b  c= 1 frozen -37.611386 relaxed -37.624422 Eh, above ASDW 1.6904 eV
    pI 0.0000 GR 0.0000 0.0000 0.0000 GI 0.0000 0.0000 0.5000 |S| 0.0000 S2 1.0000
  ASDW pxa pya  c=-5 frozen -37.663527 relaxed -37.686544 Eh, above ASDW 0.0000 eV
    pI 0.0000 GR 0.0000 0.0000 0.5032 GI 0.0000 0.0000 0.0000 |S| 1.0000 S2 2.0063
  ASW  p+a p0a  c=-5 frozen -37.663527 relaxed -37.684188 Eh, above ASDW 0.0641 eV
    pI 0.1250 GR 0.0000 0.0000 0.3766 GI 0.0000 0.0000 0.1250 |S| 1.0000 S2 2.0032
  TSCW p1/2^2   c= 0 frozen -37.620076 relaxed -37.633970 Eh, above ASDW 1.4306 eV
    pI 0.0000 GR 0.0000 0.0000 0.0000 GI 0.2222 0.2222 0.2222 |S| 0.0000 S2 1.3333
C pz^2 Hessian: size 264, negative 14, zero 2, gap 0.402265 Eh
  real singlet: lowest 0.000000 Eh, frozen (0 F2) 0.000000 Eh -> TICS
  imag singlet: lowest -0.056941 Eh, frozen (-6 F2) -0.052141 Eh -> CCW
  real triplet: lowest -0.131751 Eh, frozen (-12 F2) -0.104281 Eh -> ASDW
  imag triplet: lowest -0.056941 Eh, frozen (-6 F2) -0.052141 Eh -> ASCW
H clusters STO-3G, edge 4.0 bohr; oT=|<Phi|Theta Phi>|, oM=same for best Theta R_n(pi)
  H3 TSDW E -1.400220 Eh, oT 0.0000, oM 1.0000
    pI 0.0000 GR 0.0000 0.3577 0.3577 GI 0.0000 0.0000 0.0087 |S| 0.0000 S2 1.4480
  H3 ASDW E -1.398527 Eh, oT 0.0000, oM 1.0000
    pI 0.0000 GR 0.0000 0.0000 0.7185 GI 0.0000 0.0000 0.0000 |S| 0.5000 S2 1.6871
  H3 E(TSDW) - E(ASDW) = -0.001693 Eh = -0.0461 eV
  H4 TSW  E -1.862278 Eh, oT 0.0000, oM 0.4444
    pI 0.0000 GR 0.3157 0.3157 0.3157 GI 0.0059 0.0059 0.0059 |S| 0.0000 S2 1.9296
  H4 ASDW E -1.862265 Eh, oT 0.0000, oM 1.0000
    pI 0.0000 GR 0.0000 0.0000 0.9472 GI 0.0000 0.0000 0.0000 |S| 0.0000 S2 1.8945
  H4 E(TSW) - E(ASDW) = -0.000013 Eh = -0.0004 eV
```
